# Pb0 centres at a (100) silicon interface: field along the normal

## Question

A Pb0 centre at the interface between silicon and its oxide is a silicon atom bonded to three other silicon atoms, with one unpaired electron in the fourth, dangling, bond. Treat the centre as a spin 1/2 with a g tensor that is axial about the dangling bond. The principal values are $g_\parallel=2.0013$ along the bond and $g_\perp=2.0081$ for every direction across it.

The interface is a (100) plane, with normal $[100]$ taken as the $x$ axis. The dangling bonds lie along the four bond axes of silicon,

$$\mathbf a_1=\tfrac{1}{\sqrt3}(1,1,1),\quad \mathbf a_2=\tfrac{1}{\sqrt3}(1,-1,-1),\quad \mathbf a_3=\tfrac{1}{\sqrt3}(-1,1,-1),\quad \mathbf a_4=\tfrac{1}{\sqrt3}(-1,-1,1).$$

A spin resonance spectrum is recorded at the fixed microwave frequency $\nu=9.4$ GHz while the static field $\mathbf B=B\mathbf n$ is swept, $\mathbf n$ being a unit vector. Until part (f), the nucleus of the dangling-bond atom has no spin. Interactions between centres are neglected, and their size is estimated in part (e).

## (a) One centre in a field of any direction

**Find the resonance condition of a centre with bond axis $\mathbf a$, in terms of $c=\mathbf n\cdot\mathbf a$.**

**Answer.** The Zeeman Hamiltonian, with $\mathbf S$ in units of $\hbar$, is

$$H=\mu_B\,\mathbf B\cdot \mathsf g\cdot\mathbf S,\qquad \mathsf g=g_\perp \mathsf 1+(g_\parallel-g_\perp)\,\mathbf a\mathbf a^{T}.$$

This tensor has the required principal values: acting on $\mathbf a$ it gives $g_\parallel\mathbf a$, and acting on a vector perpendicular to $\mathbf a$ it multiplies that vector by $g_\perp$. It is unchanged by $\mathbf a\to-\mathbf a$, so the line of the bond matters and its sense does not. A bond that points into the oxide may therefore be represented by either of its two unit vectors.

Since $\mathsf g$ is symmetric, $\mathbf B\cdot\mathsf g\cdot\mathbf S=B\,(\mathsf g\mathbf n)\cdot\mathbf S$. Write $\mathsf g\mathbf n=g_{\rm eff}\mathbf u$, with $\mathbf u$ a unit vector and $g_{\rm eff}=|\mathsf g\mathbf n|$. Then

$$H=g_{\rm eff}\,\mu_B B\;\mathbf u\cdot\mathbf S .$$

For spin 1/2, $\mathbf u\cdot\mathbf S$ is half a Pauli matrix along $\mathbf u$. Its square is $1/4$ and its trace is zero, so its eigenvalues are $+1/2$ and $-1/2$. The two levels are $\pm\tfrac12 g_{\rm eff}\mu_BB$, and absorption of a photon requires

$$h\nu=g_{\rm eff}\,\mu_B B .$$

To find $g_{\rm eff}$, split the field direction into parts along and across the bond: $\mathbf n=c\,\mathbf a+\sqrt{1-c^2}\,\mathbf b$, with $\mathbf b$ a unit vector perpendicular to $\mathbf a$. The tensor multiplies the first part by $g_\parallel$ and the second by $g_\perp$. The two parts stay perpendicular, so their squared lengths add:

$$g_{\rm eff}^2=g_\parallel^2c^2+g_\perp^2(1-c^2). \tag{1}$$

The limits are as expected: $c^2=1$ gives $g_\parallel$, and $c=0$ gives $g_\perp$.

## (b) Field along the normal

**Show that the four kinds of centre give one resonance when $\mathbf B$ is along $[100]$. Calculate its g value and its field.**

**Answer.** With $\mathbf n=(1,0,0)$, the product $\mathbf n\cdot\mathbf a_i$ is the first component of $\mathbf a_i$, which is $+1/\sqrt3$ or $-1/\sqrt3$. Hence $c^2=1/3$ for all four. Each bond line makes the angle $\arccos(1/\sqrt3)=54.74^\circ$ with the normal. Equation (1) then gives the same value for every centre:

$$g_n=\sqrt{\frac{g_\parallel^2+2g_\perp^2}{3}} . \tag{2}$$

Equal g values at a fixed frequency mean equal resonance fields, so the four lines coincide. Unequal numbers of centres on the four axes would not move the common line. Its strength follows the total number of centres, since the transition probabilities of the four axes differ by only a few tenths of a percent at most.

The numbers are

$$g_n^2=\frac{4.005202+2(4.032466)}{3}=4.023378,\qquad g_n=2.0058 .$$

The given principal values are rounded in the fourth decimal. If both were too low by half a unit of that decimal, $g_n$ would rise by $5.0\times10^{-5}$, so a fifth decimal has no meaning as a prediction. The resonance field is

$$B_n=\frac{h\nu}{g_n\mu_B}=334.83\ \text{mT}.$$

Diagonalizing the spin Hamiltonian separately for the four axes gives 334.8273 mT each time.

Equation (2) averages the squares of the principal values, because $g_{\rm eff}$ is the length of a vector. The plain mean $\bar g=(g_\parallel+2g_\perp)/3$ is slightly smaller. With $\Delta=g_\perp-g_\parallel=0.0068$, the difference $g_n^2-\bar g^2$ is the variance of the three numbers $g_\parallel,g_\perp,g_\perp$, so

$$g_n^2-\bar g^2=\frac{g_\parallel^2+2g_\perp^2}{3}-\frac{(g_\parallel+2g_\perp)^2}{9}=\frac{2g_\parallel^2+2g_\perp^2-4g_\parallel g_\perp}{9}=\frac{2\Delta^2}{9}.$$

Dividing by $g_n+\bar g$ gives $g_n-\bar g=2.6\times10^{-6}$. The plain mean is good enough here because the anisotropy is small; the error grows as its square.

## (c) Other field directions

**For which field directions do all four lines coincide? Find the spectrum for a field along $[011]$, which lies in the interface plane.**

**Answer.** Write $\mathbf a_i=(s_x,s_y,s_z)/\sqrt3$, where each $s$ is $+1$ or $-1$. Squaring $\mathbf n\cdot\mathbf a_i$ and using $n_x^2+n_y^2+n_z^2=1$,

$$c_i^2-\frac13=\frac23\left(s_xs_y\,n_xn_y+s_ys_z\,n_yn_z+s_zs_x\,n_zn_x\right).$$

Over the four axes, in the order listed, the sign products are

- $s_xs_y=+,-,-,+$
- $s_ys_z=+,+,-,-$
- $s_zs_x=+,-,+,-$

Each row sums to zero, so the mean of $c_i^2$ over the four axes is $1/3$ for any field direction. By (1), the mean of $g_{\rm eff}^2$ is then $g_n^2$ for any direction.

The product of any two different rows also sums to zero. When the deviations are squared and summed, the cross terms therefore drop out, and each of the three squared terms appears four times:

$$\sum_{i=1}^4\left(c_i^2-\frac13\right)^2=\frac{16}{9}\left(n_x^2n_y^2+n_y^2n_z^2+n_z^2n_x^2\right). \tag{3}$$

Since $g_\parallel\neq g_\perp$, the lines coincide if and only if all $c_i^2$ are equal, which means that the right side of (3) vanishes. All three products must be zero, so two components of $\mathbf n$ must be zero. The field must lie along a cube edge: the normal $[100]$, or one of the in-plane directions $[010]$ and $[001]$.

For $\mathbf n=(0,1,1)/\sqrt2$, the axes $\mathbf a_1$ and $\mathbf a_2$ have $c^2=(2/\sqrt6)^2=2/3$, while $\mathbf a_3$ and $\mathbf a_4$ have $c=0$. There are two lines:

$$g=\sqrt{\frac{2g_\parallel^2+g_\perp^2}{3}}=2.0036\ \text{at }335.21\ \text{mT},\qquad g=g_\perp=2.0081\ \text{at }334.45\ \text{mT}.$$

The larger g value resonates at the lower field, because $B$ is inversely proportional to $g$ at fixed frequency. The lines are 0.76 mT apart. The single line along the normal is thus due to the equal angles of the bonds. It does not show that the centres are isotropic, and turning the field to $[011]$ reveals the anisotropy. A measurement along $[010]$ would not, because the same single line appears there.

## (d) A g tensor that is not axial

**Suppose that the four centres are carried into one another by quarter turns about the normal, but that the g tensor is a general symmetric one. Does the single line along the normal survive? Estimate the change of its g value if (i) one of the two transverse principal values rises by 0.0004, or (ii) the axis of $g_\parallel$ leans by $1^\circ$ from the bond towards the normal.**

**Answer.** Let $R$ be a quarter turn about $[100]$. If one centre has tensor $\mathsf g$, the others have $\mathsf g_k=R^k\mathsf gR^{-k}$. The field direction lies on the rotation axis, so $R^{-k}\mathbf n=\mathbf n$. A rotation preserves length, hence

$$|\mathsf g_k\mathbf n|=|R^k\mathsf g R^{-k}\mathbf n|=|R^k\mathsf g\mathbf n|=|\mathsf g\mathbf n| .$$

The line stays single. The value (2) was derived for an axial tensor, but the coincidence does not need one. What would break the coincidence is a difference between the centres that the rotation does not reproduce, such as one caused by a strain along $[011]$: this direction is perpendicular to $\mathbf a_3$ and $\mathbf a_4$ but not to $\mathbf a_1$ and $\mathbf a_2$, so the two pairs can be affected differently.

(i) For the bond $\mathbf a_1$, take the transverse principal directions

$$\mathbf e_2=\tfrac{1}{\sqrt2}(0,1,-1),\qquad \mathbf e_3=\tfrac{1}{\sqrt6}(-2,1,1).$$

The second lies in the plane of the bond and the normal; the first is perpendicular to that plane. The squared components of the normal along $\mathbf a_1,\mathbf e_2,\mathbf e_3$ are $1/3$, $0$ and $2/3$. With principal values $g_1,g_2,g_3$, the length argument of part (a) gives

$$g_n^2=\frac{g_1^2+2g_3^2}{3}.$$

The value $g_2$ does not enter, so a change in it leaves the line along the normal where it was. For a small change of $g_3$, differentiation gives $2g_n\,\delta g_n=\tfrac43g_3\,\delta g_3$, and

$$\delta g_n=\frac{2g_3}{3g_n}\,\delta g_3=0.667\times0.0004=2.7\times10^{-4}.$$

(ii) Let $\theta=54.74^\circ$ be the angle between bond and normal. Leaning the axis by $\delta$ towards the normal changes $c^2=\cos^2\theta$ to $\cos^2(\theta-\delta)$. To first order the increase is $\delta\sin2\theta$, with

$$\sin2\theta=2\sqrt{\tfrac23}\sqrt{\tfrac13}=\frac{2\sqrt2}{3}.$$

From (1), $2g_n\,\delta g_n=-(g_\perp^2-g_\parallel^2)\,\delta(c^2)$, so

$$\delta g_n\simeq-\frac{g_\perp^2-g_\parallel^2}{2g_n}\,\frac{2\sqrt2}{3}\,\delta=-1.1\times10^{-4}\quad\text{for }\delta=1^\circ=0.01745 .$$

The sign is negative because the axis with the smaller g value has moved closer to the field. Both changes exceed the rounding uncertainty of $5\times10^{-5}$. The fourth decimal of $g_n$ thus depends on the assumption of axial symmetry about the bond.

## (e) A misaligned field and the width of the line

**The field is tilted by $\delta=1^\circ$ from the normal towards $[011]$. Find the number of lines and their outer separation. Decide whether the splitting would be resolved if strain gives $g_\perp$ a Gaussian spread with standard deviation 0.0005. Compare the dipolar field between centres at a density of $10^{12}$ cm$^{-2}$.**

**Answer.** The field direction is $\mathbf n=(\cos\delta,\ \sin\delta/\sqrt2,\ \sin\delta/\sqrt2)$. For the four axes,

$$c_{1,2}^2=\frac{(\cos\delta\pm\sqrt2\sin\delta)^2}{3},\qquad c_3^2=c_4^2=\frac{\cos^2\delta}{3}.$$

In the last two the in-plane parts cancel. There are three lines: two single ones on either side of a double one. The outer two differ by

$$c_1^2-c_2^2=\frac{4\sqrt2}{3}\sin\delta\cos\delta=\frac{2\sqrt2}{3}\sin2\delta .$$

By (1), the outer g values satisfy $g_{\max}^2-g_{\min}^2=(g_\perp^2-g_\parallel^2)(c_1^2-c_2^2)$. Dividing by $g_{\max}+g_{\min}\simeq2g_n$ and using $\sin2\delta\simeq2\delta$,

$$g_{\max}-g_{\min}\simeq\frac{2\sqrt2}{3}\,\delta\,\frac{g_\perp^2-g_\parallel^2}{g_n}=2.24\times10^{-4}. \tag{4}$$

Diagonalization without the small-angle step gives the same value to three figures, and an outer separation in field of 0.037 mT.

For a small tilt of given size, this direction gives the largest outer separation. With in-plane field components $\delta_y,\delta_z$, the first-order change of $c_i^2$ is $\tfrac23(\pm\delta_y\pm\delta_z)$. At fixed $\delta_y^2+\delta_z^2=\delta^2$, its largest magnitude is reached when $|\delta_y|=|\delta_z|$, as here. The spread of the four lines about their mean does not share this preference: with $n_x\simeq1$, the right side of (3) is $\tfrac{16}{9}(\delta_y^2+\delta_z^2)=\tfrac{16}{9}\delta^2$ for every direction of tilt. A tilt towards $[010]$ gives two double lines, closer together, with the same variance.

For the strain width, part (d) with both transverse values changing together gives the same sensitivity, $\partial g_n/\partial g_\perp=2g_\perp/(3g_n)=0.667$, because the direction $\mathbf e_2$ does not contribute. From $B=h\nu/(g\mu_B)$, a small change of $g$ gives $|\delta B|/B=|\delta g|/g$. The standard deviation in field is therefore

$$\sigma_B=334.83\ \text{mT}\times\frac{0.667\times0.0005}{2.0058}=0.056\ \text{mT}.$$

Spectra are commonly recorded as the derivative of the absorption. For a Gaussian $e^{-x^2/2\sigma_B^2}$, the derivative has its extremes where the second derivative, proportional to $x^2/\sigma_B^2-1$, vanishes. These points are $x=\pm\sigma_B$, so the peak-to-peak width is $2\sigma_B=0.111$ mT.

The outer separation is one third of this width, so the three components merge into one line. For equal populations, two quarters of the intensity are displaced by about $\pm0.0187$ mT. This adds $0.0187^2/2=1.7\times10^{-4}$ mT² to the variance $\sigma_B^2=3.1\times10^{-3}$ mT², and the standard deviation rises by about 3 %.

The separation grows in proportion to the tilt while the tilt is small. At $4^\circ$ it would be about 0.15 mT, larger than the strain width, and the same estimate gives a standard deviation nearly 40 % above the aligned value. The merged line still has a single maximum but is no longer Gaussian: its peak-to-peak width rises by about 60 % for this tilt, and by about 85 % for a $4^\circ$ tilt towards $[010]$. A surface cut several degrees off (100) therefore needs care: the direction that gives one line is the crystal's $[100]$, and not the normal of the cut surface.

For the dipolar field, $10^{12}$ cm$^{-2}$ is $10^{16}$ m$^{-2}$, and the spacing is about $r=(10^{16}\ \text{m}^{-2})^{-1/2}=10$ nm. The moment of one centre along the field is $g_n\mu_B/2$ in magnitude, which sets the scale

$$B_{\rm dip}\sim\frac{\mu_0}{4\pi}\,\frac{g_n\mu_B/2}{r^3}=9\times10^{-4}\ \text{mT}.$$

This is below 1 % of the peak-to-peak strain width, but it is the field of one neighbour at the mean spacing. All neighbours contribute, and the $1/r^3$ law gives close pairs a large weight. For centres placed at random in the plane, with random spin directions, the median field is about $9\times10^{-3}$ mT, ten times the one-neighbour scale, and the peak-to-peak width grows by roughly 5 % if the neighbours are treated as static moments (about 6.5 % if the factor 3/2 for spins in resonance with one another applies in full). The dipolar field is thus a minor part of the width at this density, comparable in effect to the $1^\circ$ tilt; centres that cluster would feel more.

## (f) Centres on silicon-29

**Roughly 4.7 % of silicon nuclei are $^{29}$Si, with nuclear spin 1/2. Take the hyperfine tensor as axial about the bond, with rough strengths in field units of $a_\parallel=15$ mT and $a_\perp=9$ mT. What do these centres add to the spectrum when the field is along the normal?**

**Answer.** Add $\mathbf S\cdot\mathsf A\cdot\mathbf I$ to the Hamiltonian, with principal values $A_\parallel=g_n\mu_Ba_\parallel$ and $A_\perp=g_n\mu_Ba_\perp$. Neglect the nucleus's own Zeeman energy. The hyperfine strengths are small compared with the field of 335 mT, so to first order the electron spin stays quantized along $\mathbf u=\mathsf g\mathbf n/g_n$. The part of the coupling that is diagonal in the electron spin is

$$(\mathbf u\cdot\mathbf S)\,(\mathsf A\mathbf u)\cdot\mathbf I .$$

The nuclear spin is therefore quantized along $\mathsf A\mathbf u$, with projection $m=\pm1/2$. A transition that flips the electron and leaves $m$ unchanged has energy

$$h\nu=g_n\mu_BB+m\,|\mathsf A\mathbf u| .$$

At fixed frequency the two values of $m$ give lines separated in field by $|\mathsf A\mathbf u|/(g_n\mu_B)$. The components of $\mathbf u$ along and across the bond have squares $g_\parallel^2/(3g_n^2)$ and $2g_\perp^2/(3g_n^2)$. The separation is

$$\frac{|\mathsf A\mathbf u|}{g_n\mu_B}=\frac1{g_n}\sqrt{\frac{g_\parallel^2a_\parallel^2+2g_\perp^2a_\perp^2}{3}}=11.35\ \text{mT}.$$

As a rough check, setting all g values equal gives $\sqrt{(225+162)/3}=11.4$ mT. Diagonalizing the four-level Hamiltonian at the field $B_n$, and converting the difference of the two transition energies to field units, also gives 11.35 mT. Second-order terms, which the first-order formula omits, place the centre of the doublet about 0.10 mT below $B_n$.

The result depends on the bond direction through $c^2=1/3$ alone, so all four orientations share the same doublet. Each satellite carries about half of 4.7 % of the total intensity. The statement "one resonance" therefore refers to the strong central line, which in this model comes from the other 95 % or so of the centres.

## (g) Comparison with a real interface

**Which features of a real oxidized (100) wafer limit the use of the result, and by how much?**

**Answer.** The frequency is that of a common X-band spectrometer, and $10^{12}$ cm$^{-2}$ is a rough, realistic density for a thermal oxide whose centres have not been passivated with hydrogen. The strain spread, the non-axial change and the tilts are assumed sizes, chosen to show the scale of each effect. The principal g values and hyperfine strengths are one rough set: reported g values for Pb0 differ by several units of the fourth decimal, and strengths near 15 and 7.5 mT would give a doublet of about 10.6 mT. Coupling to $^{29}$Si nuclei on neighbouring atoms is not included. Couplings smaller than the linewidth widen the line, while larger ones give further satellites: three neighbouring sites coupled by 1 to 2 mT would leave only about $0.953^4\approx83$ % of the intensity in the central line. Axial symmetry is also an assumption. A departure of 0.0004 in the principal value that matters moves $g_n$ by $2.7\times10^{-4}$, which is 0.04 mT in field. That is smaller than the estimated linewidth, but a line centre can be located to better than its width, so it can matter when a g value is used to identify a defect. A (100) interface can also host Pb1 centres. These have a different g tensor and their own resonance, which the calculation does not include.

Temperature enters through the signal strength. The two levels are populated in the ratio $e^{-h\nu/k_BT}$, so the fractional difference of the populations is

$$\frac{1-e^{-h\nu/k_BT}}{1+e^{-h\nu/k_BT}}=\tanh\frac{h\nu}{2k_BT}=7.5\times10^{-4}\quad\text{at }300\ \text{K}.$$

Cooling increases this difference. In the model it leaves the resonance field unchanged, since the principal g values are held fixed; a temperature dependence of the g tensor itself is not treated.

## Computed values

```
g along bond, g_par: 2.0013
g across bond, g_perp: 2.0081
microwave frequency: 9.4 GHz
angles of four bond lines to normal: 54.736 54.736 54.736 54.736 degrees
g_par squared: 4.005202
g_perp squared: 4.032466
g_n squared: 4.023378
g_n, field along normal: 2.0058359
linear mean of principal values: 2.0058333
g_n minus linear mean: 2.56e-06
resonance fields of four centres, field along normal: 334.8273 334.8273 334.8273 334.8273 mT
number of lines, field along normal: 1
g of four centres, field along [011]: 2.003569 2.003569 2.008100 2.008100
resonance fields, field along [011]: 335.2061 335.2061 334.4498 334.4498 mT
number of lines, field along [011]: 2
field misalignment towards [011]: 1.0 degree
g of four centres, misaligned field: 2.005723 2.005837 2.005837 2.005947
number of lines, misaligned field: 3
outer separation in g, diagonalization: 2.236e-04
outer separation in g, linear formula: 2.237e-04
outer separation in field: 0.0373 mT
assumed non-axial change of one principal value: 0.0004
g_n shift, change in plane of bond and normal: 2.670e-04
g_n shift, change across that plane: 4.4e-16
g_n shift, principal axis 1.0 degree towards normal: -1.125e-04
assumed strain spread of g_perp (std. dev.): 0.0005
sensitivity d g_n / d g_perp: 0.6674
strain linewidth, peak to peak: 0.111 mT
g_n change from rounding of inputs: 5.0e-05
assumed density of centres: 1.0e+12 per cm2
mean spacing of centres: 10.0 nm
dipolar field of one neighbour: 0.00093 mT
rough Si-29 hyperfine, along bond: 15.0 mT
rough Si-29 hyperfine, across bond: 9.0 mT
Si-29 doublet splitting, diagonalization: 11.35 mT
Si-29 doublet splitting, formula: 11.35 mT
rough fraction of centres on Si-29: 4.7 %
temperature: 300 K
spin polarization at this temperature: 7.52e-04
```
